**Variable projection against a full least-squares fit of a Si 2p spectrum**

The program minimises \(F(\alpha)=\min_c\frac12|y-\Phi(\alpha)c|^2\), where \(y\) is the noise-scaled spectrum, \(\alpha\) holds two peak centres and two log widths, and \(c\) holds two areas and a linear background. It asserts that the projected Jacobian agrees with finite differences, and that Kaufman's shortened Jacobian gives the right gradient and the \(\alpha\) part of the full Gauss–Newton step. It asserts that the minimum, the parameters and the covariances match a separately coded eight-parameter fit, and that the reduced Hessian is the Schur complement of the full one. Both fits reach \(\chi^2=116.923072\), and their parameters differ by at most \(10^{-6}\) standard errors. The fitted oxide thickness is 2.003 nm with a statistical error of 0.009 nm, for a true value of 2 nm. The program also asserts that this error agrees within 15% with the scatter of 400 simulated measurements. The printed shifts show that 10% errors in the attenuation length or the bulk intensity ratio change the thickness by 0.20 nm and 0.14 nm in size, far more than the statistical error.

## Numerical verification

```python
"""
Variable projection for a spectrum: minimising over the linear coefficients c
exactly, F(alpha) = min_c 0.5*|y - Phi(alpha) c|^2, gives the same minimum as
a full least-squares fit of (alpha, c).
Rows are divided by the standard deviation of each channel.
alpha = (E_Si, E_ox, ln w_Si, ln w_ox): centres (eV), log of FWHM (w in eV)
c     = (A_Si, A_ox, b0, b1): areas (counts eV), background and slope (counts)
r     = y - Phi c at the best c;  J = dr/dalpha, the sum of
        K (Kaufman part) and L (part lying in the range of Phi)
d     = oxide thickness (nm), lam = attenuation length (nm),
R0    = ratio of bulk oxide to bulk silicon line intensity
Example: synthetic Si 2p spectrum of thin SiO2 on Si, rough typical values.
"""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import solve_triangular
from scipy.optimize import least_squares
from scipy.special import voigt_profile

x = np.linspace(96.0, 107.0, 111)
dx = x[1] - x[0]
x_mid, x_half = 101.5, 5.5
SPLIT = 0.6
COLUMN = np.array([0, 1, 0, 1])      # column of Phi changed by each alpha
LN2 = np.log(2.0)


def line_and_derivatives(centre, log_width):
    """Unit-area Gaussian doublet, its derivatives by centre and log width."""
    w = np.exp(log_width)
    total = np.zeros((3, x.size))
    for share, shift in ((2 / 3, 0.0), (1 / 3, SPLIT)):
        u = x - centre - shift
        g = share * 2 / w * np.sqrt(LN2 / np.pi) * np.exp(-4 * LN2 * u**2 / w**2)
        total += np.array([g, g * 8 * LN2 * u / w**2,
                           g * (8 * LN2 * u**2 / w**2 - 1)])
    return total


def project(alpha, y, s):
    """Eliminate c by QR; return c, r, K, L and quantities for covariances."""
    si = line_and_derivatives(alpha[0], alpha[2])
    ox = line_and_derivatives(alpha[1], alpha[3])
    phi = np.column_stack([si[0], ox[0], np.ones_like(x), (x - x_mid) / x_half])
    phi = phi / s[:, None]
    D = np.column_stack([si[1], ox[1], si[2], ox[2]]) / s[:, None]
    Q, R = np.linalg.qr(phi)
    yw = y / s
    c = solve_triangular(R, Q.T @ yw)
    r = yw - Q @ (Q.T @ yw)
    A = D * c[COLUMN]
    K = -(A - Q @ (Q.T @ A))
    V = np.zeros((4, 4))
    V[COLUMN, np.arange(4)] = D.T @ r
    L = -Q @ solve_triangular(R, V, trans='T')
    return c, r, K, L, A, Q, R


def varpro(start, y, s):
    """Levenberg-Marquardt on alpha alone."""
    alpha, mu = np.array(start, float), 1e-2
    state = project(alpha, y, s)
    history = [(state[1] @ state[1], alpha.copy())]
    for _ in range(300):
        r, J = state[1], state[2] + state[3]
        if np.linalg.norm(np.linalg.qr(J)[0].T @ r) < 1e-5:
            return alpha, state, history
        N = J.T @ J
        step = -np.linalg.solve(N + mu * np.diag(np.diag(N)), J.T @ r)
        if np.max(np.abs(step)) < 1.0:
            trial = project(alpha + step, y, s)
            if trial[1] @ trial[1] < r @ r:
                alpha, state, mu = alpha + step, trial, mu / 10
                history.append((state[1] @ state[1], alpha.copy()))
                continue
        mu *= 10
    raise RuntimeError("variable projection did not converge")


def doublet(centre, width, lorentz_hwhm=0.0):
    sd = width / np.sqrt(8 * LN2)
    return (2 * voigt_profile(x - centre, sd, lorentz_hwhm)
            + voigt_profile(x - centre - SPLIT, sd, lorentz_hwhm)) / 3


def full_model(p, lorentz_hwhm=0.0):
    """Separate code for the model; p = E_Si, E_ox, w_Si, w_ox, then c."""
    return (p[4] * doublet(p[0], p[2], lorentz_hwhm)
            + p[5] * doublet(p[1], p[3], lorentz_hwhm)
            + p[6] + p[7] * (x - x_mid) / x_half)


def thickness(c, lam, R0):
    return lam * np.log(1 + c[1] / c[0] / R0)


# Synthetic measurement; areas from depth integrals of the attenuated signal
lam, R0, d_true, area_si = 3.5, 0.9, 2.0, 10000.0
film = quad(lambda z: np.exp(-z / lam), 0, d_true)[0]
below = quad(lambda z: np.exp(-z / lam), d_true, np.inf)[0]
area_ox = area_si * R0 * film / below
p_true = np.array([99.4, 103.4, 0.7, 1.4, area_si, area_ox, 500.0, 30.0])
alpha_true = np.r_[p_true[:2], np.log(p_true[2:4])]
assert abs(thickness(p_true[4:], lam, R0) - d_true) < 1e-7
mean = full_model(p_true)
rng = np.random.default_rng(7)
y = rng.poisson(mean).astype(float)
s = np.sqrt(np.maximum(y, 1.0))
start = np.array([99.8, 102.8, np.log(1.2), np.log(2.0)])


# Independent reduced problem: generic linear least squares, separate model
def reduced_residual(alpha):
    q = np.r_[alpha[:2], np.exp(alpha[2:])]
    B = np.column_stack([full_model(np.r_[q, e]) for e in np.eye(4)]) / s[:, None]
    return y / s - B @ np.linalg.lstsq(B, y / s, rcond=None)[0]


def reduced_cost(alpha):
    return 0.5 * np.sum(reduced_residual(alpha)**2)


def full_residual(theta):            # theta = (alpha, c)
    q = np.r_[theta[:2], np.exp(theta[2:4]), theta[4:]]
    return (y - full_model(q)) / s


def full_cost(theta):
    return 0.5 * np.sum(full_residual(theta)**2)


def central(f, z, h):
    cols = [(f(z + e) - f(z - e)) / (2 * k) for e, k in zip(np.diag(h), h)]
    return np.array(cols).T


# Jacobian, gradient and Gauss-Newton step far from the minimum
c0, r0, K0, L0 = project(start, y, s)[:4]
h4 = np.full(4, 1e-5)
J_num = central(reduced_residual, start, h4)
g_num = central(reduced_cost, start, h4)
err_exact = np.linalg.norm(K0 + L0 - J_num) / np.linalg.norm(J_num)
err_kaufman = np.linalg.norm(K0 - J_num) / np.linalg.norm(J_num)
assert err_exact < 1e-6 and err_kaufman > 1e-3
for J in (K0, K0 + L0):
    assert np.linalg.norm(J.T @ r0 - g_num) < 1e-5 * np.linalg.norm(g_num)
theta0 = np.r_[start, c0]
J_full = central(full_residual, theta0, np.r_[h4, np.ones(4)])
norms = np.linalg.norm(J_full, axis=0)
gn_full = np.linalg.lstsq(J_full / norms, -full_residual(theta0), rcond=None)[0] / norms
gn_kauf = np.linalg.lstsq(K0, -r0, rcond=None)[0]
assert np.linalg.norm(gn_full[:4] - gn_kauf) < 1e-5 * np.linalg.norm(gn_kauf)

# The two fits
alpha, state, history = varpro(start, y, s)
c, r, K, L, A, Q, R = state
p_vp = np.r_[alpha[:2], np.exp(alpha[2:]), c]
full = least_squares(lambda p: (full_model(p) - y) / s,
                     [99.2, 103.7, 1.0, 1.8, 8000, 5000, 400, 0],
                     jac='3-point', x_scale='jac',
                     ftol=1e-13, xtol=1e-13, gtol=1e-13)
scale = np.linalg.norm(full.jac, axis=0)
Js = full.jac / scale
cov_full = np.linalg.inv(Js.T @ Js) / np.outer(scale, scale)
se_full = np.sqrt(np.diag(cov_full))
chi2_vp, chi2_full = r @ r, 2 * full.cost
max_gap = np.max(np.abs(p_vp - full.x) / se_full)
assert max_gap < 1e-4
assert abs(chi2_vp - chi2_full) < 1e-8 * chi2_full

# Covariances from the projected problem against the full problem
C_alpha = np.linalg.inv(K.T @ K)
to_width = np.r_[1.0, 1.0, p_vp[2:4]]
C_nonlin = C_alpha * np.outer(to_width, to_width)
Rinv = solve_triangular(R, np.eye(4))
C_fixed = Rinv @ Rinv.T
B = Rinv @ (Q.T @ A)
C_c = C_fixed + B @ C_alpha @ B.T
for mine, ref, se in ((C_nonlin, cov_full[:4, :4], se_full[:4]),
                      (C_c, cov_full[4:, 4:], se_full[4:])):
    assert np.max(np.abs(mine - ref) / np.outer(se, se)) < 1e-4

# Curvature: reduced Hessian equals Schur complement of the full Hessian
se_theta = np.sqrt(np.r_[np.diag(C_alpha), np.diag(C_c)])


def scaled_hessian(f, z, unit, k=0.1):
    E = np.diag(k * unit)
    n = len(z)
    return np.array([[(f(z + E[i] + E[j]) - f(z + E[i] - E[j])
                       - f(z - E[i] + E[j]) + f(z - E[i] - E[j])) / (4 * k * k)
                      for j in range(n)] for i in range(n)])


H = scaled_hessian(full_cost, np.r_[alpha, c], se_theta)
H_red = scaled_hessian(reduced_cost, alpha, se_theta[:4])
schur = H[:4, :4] - H[:4, 4:] @ np.linalg.solve(H[4:, 4:], H[4:, :4])
err_schur = np.max(np.abs(schur - H_red)) / np.max(np.abs(H_red))
assert err_schur < 1e-5
min_eigs = np.linalg.eigvalsh(H)[0], np.linalg.eigvalsh(H_red)[0]
assert min(min_eigs) > 0

# Thickness, propagated error, and scatter of repeated measurements


def thickness_error(c, C):
    ratio = c[1] / c[0]
    grad = lam / (R0 + ratio) * np.array([-ratio / c[0], 1 / c[0]])
    return np.sqrt(grad @ C[:2, :2] @ grad)


d_fit = thickness(c, lam, R0)
se_d, se_d_fixed = thickness_error(c, C_c), thickness_error(c, C_fixed)
n_rep = 400
d_rep = []
for _ in range(n_rep):
    yr = rng.poisson(mean).astype(float)
    cr = varpro(alpha_true, yr, np.sqrt(np.maximum(yr, 1.0)))[1][0]
    d_rep.append(thickness(cr, lam, R0))
scatter = np.std(d_rep, ddof=1)
assert abs(scatter / se_d - 1) < 0.15    # sampling error of scatter is 3.5 %

# Conditioning of Phi with columns scaled to unit length


def condition(al):
    R_ = project(al, y, s)[6]
    return np.linalg.cond(R_ / np.linalg.norm(R_, axis=0))


cond_fit = condition(alpha)
cond_close = condition(np.array([99.40, 99.41, np.log(0.7), np.log(0.7)]))

# Neglected effects, each as a shift of the fitted thickness


def shift_from(spectrum):
    cs = varpro(alpha_true, spectrum, np.sqrt(spectrum))[1][0]
    return thickness(cs, lam, R0) - d_true


assert abs(shift_from(mean)) < 1e-6
lor_fwhm, sub_share, step_rate = 0.1, 0.025, 0.01
shift_lor = shift_from(full_model(p_true, lor_fwhm / 2))
sub = sum(doublet(p_true[0] + e, 1.0) for e in (0.95, 1.75, 2.5))
shift_sub = shift_from(mean + sub_share * area_si * sub)
lines = mean - p_true[6] - p_true[7] * (x - x_mid) / x_half
shift_step = shift_from(mean + step_rate * np.cumsum(lines) * dx)
c_model = varpro(alpha, y, np.sqrt(full_model(p_vp)))[1][0]
shift_weight = thickness(c_model, lam, R0) - d_fit
shift_lam = thickness(c, 1.1 * lam, R0) - d_fit
shift_R0 = thickness(c, lam, 1.1 * R0) - d_fit

print(f"Channels {x.size}, from {x[0]:.1f} to {x[-1]:.1f} eV, step {dx:.2f} eV")
print(f"Doublet splitting {SPLIT:.2f} eV; largest count {y.max():.0f}")
print(f"Input lam {lam:.2f} nm, R0 {R0:.2f}, true thickness {d_true:.3f} nm")
names = ["E_Si (eV)", "E_ox (eV)", "w_Si (eV)", "w_ox (eV)",
         "A_Si (counts eV)", "A_ox (counts eV)", "b0 (counts)", "b1 (counts)"]
print("Iteration: chi2, E_Si, E_ox, w_Si, w_ox (eV)")
shown = history if len(history) <= 14 else history[:12] + history[-2:]
for chi2, a in shown:
    k = next(i for i, item in enumerate(history) if item[1] is a)
    print(f" {k:2d}: {chi2:.6f}, {a[0]:.5f}, {a[1]:.5f}, "
          f"{np.exp(a[2]):.5f}, {np.exp(a[3]):.5f}")
print("Parameter: true, variable projection, full fit, standard error")
for n, t, v, f, e in zip(names, p_true, p_vp, full.x, se_full):
    print(f" {n}: {t:.4f}, {v:.5f}, {f:.5f}, {e:.5f}")
print(f"chi2: projection {chi2_vp:.8f}, full {chi2_full:.8f}; dof {x.size - 8}")
print(f"Largest parameter gap between fits: {max_gap:.1e} standard errors")
print(f"Jacobian error at start, exact form: {err_exact:.1e} (relative)")
print(f"Jacobian error at start, Kaufman form: {err_kaufman:.3f} (relative)")
drop = np.linalg.norm(L) / np.linalg.norm(K + L)
print(f"Dropped term at the minimum: {drop:.2e} (relative)")
print(f"Schur complement mismatch: {err_schur:.1e} (relative)")
print(f"Smallest scaled Hessian eigenvalue: full {min_eigs[0]:.4f}, "
      f"reduced {min_eigs[1]:.4f}")
fixed = np.sqrt(np.diag(C_fixed))
print(f"Area errors with alpha held fixed: A_Si {fixed[0]:.2f}, "
      f"A_ox {fixed[1]:.2f} counts eV")
print(f"Condition number of Phi: at fit {cond_fit:.2f}, "
      f"peaks 0.01 eV apart {cond_close:.1f}")
print(f"Area ratio A_ox/A_Si: {c[1] / c[0]:.5f}")
print(f"Thickness: {d_fit:.4f} nm = {10 * d_fit:.3f} angstrom")
print(f"Thickness error: {se_d:.4f} nm; alpha held fixed {se_d_fixed:.4f} nm")
print(f"Scatter of {n_rep} repeats: {scatter:.4f} nm")
print(f"Mean of repeats minus truth: {np.mean(d_rep) - d_true:+.4f} nm, "
      f"standard error {scatter / np.sqrt(n_rep):.4f} nm")
print("Thickness shifts from neglected effects:")
print(f" Lorentzian FWHM {lor_fwhm:.2f} eV: {shift_lor:+.4f} nm")
print(f" three suboxides, each {100 * sub_share:.1f} % of A_Si: {shift_sub:+.4f} nm")
print(f" inelastic step {100 * step_rate:.1f} % of area per eV: {shift_step:+.4f} nm")
print(f" weights from fitted counts: {shift_weight:+.4f} nm")
print(f" lam larger by 10 %: {shift_lam:+.4f} nm")
print(f" R0 larger by 10 %: {shift_R0:+.4f} nm")
print("success")
```

Output:

```
Channels 111, from 96.0 to 107.0 eV, step 0.10 eV
Doublet splitting 0.60 eV; largest count 10158
Input lam 3.50 nm, R0 0.90, true thickness 2.000 nm
Iteration: chi2, E_Si, E_ox, w_Si, w_ox (eV)
  0: 81874.484960, 99.80000, 102.80000, 1.20000, 2.00000
  1: 29636.718176, 99.47145, 103.27540, 1.25543, 2.31232
  2: 4300.476349, 99.43440, 103.37411, 0.88928, 1.70877
  3: 171.568387, 99.40028, 103.40296, 0.72648, 1.42985
  4: 116.942900, 99.39890, 103.40239, 0.70452, 1.40314
  5: 116.923076, 99.39895, 103.40229, 0.70413, 1.40282
  6: 116.923072, 99.39895, 103.40229, 0.70412, 1.40281
  7: 116.923072, 99.39895, 103.40229, 0.70412, 1.40281
Parameter: true, variable projection, full fit, standard error
 E_Si (eV): 99.4000, 99.39895, 99.39895, 0.00144
 E_ox (eV): 103.4000, 103.40229, 103.40229, 0.00316
 w_Si (eV): 0.7000, 0.70412, 0.70412, 0.00325
 w_ox (eV): 1.4000, 1.40281, 1.40281, 0.00777
 A_Si (counts eV): 10000.0000, 10016.03643, 10016.03642, 34.23204
 A_ox (counts eV): 6937.1546, 6960.11078, 6960.11078, 33.38836
 b0 (counts): 500.0000, 497.07755, 497.07755, 3.23094
 b1 (counts): 30.0000, 27.38786, 27.38786, 4.29630
chi2: projection 116.92307182, full 116.92307182; dof 103
Largest parameter gap between fits: 9.9e-07 standard errors
Jacobian error at start, exact form: 2.9e-10 (relative)
Jacobian error at start, Kaufman form: 0.734 (relative)
Dropped term at the minimum: 6.88e-10 (relative)
Schur complement mismatch: 5.2e-07 (relative)
Smallest scaled Hessian eigenvalue: full 0.4822, reduced 0.8377
Area errors with alpha held fixed: A_Si 33.71, A_ox 31.06 counts eV
Condition number of Phi: at fit 1.48, peaks 0.01 eV apart 87.6
Area ratio A_ox/A_Si: 0.69490
Thickness: 2.0026 nm = 20.026 angstrom
Thickness error: 0.0087 nm; alpha held fixed 0.0084 nm
Scatter of 400 repeats: 0.0083 nm
Mean of repeats minus truth: -0.0003 nm, standard error 0.0004 nm
Thickness shifts from neglected effects:
 Lorentzian FWHM 0.10 eV: +0.0069 nm
 three suboxides, each 2.5 % of A_Si: +0.0046 nm
 inelastic step 1.0 % of area per eV: +0.0087 nm
 weights from fitted counts: +0.0001 nm
 lam larger by 10 %: +0.2003 nm
 R0 larger by 10 %: -0.1415 nm
success
```
